# Mobility from a Gated van der Pauw Measurement Without the Threshold Voltage

## Problem

A thin organic semiconductor film lies on a gate insulator of capacitance per area $C=10\ \mathrm{nF/cm^2}$. It conducts by holes accumulated at the insulator. The film is a square with small contacts at its corners, numbered 1, 2, 3, 4 in order around the edge.

The electrode at contact 1 is grounded and the electrode at contact 2 is held at $-10$ V. A current $I>0$ enters the film at 1 and leaves at 2. Contacts 3 and 4 carry no current, and their potentials $V_3$ and $V_4$ are read against ground, as is the gate voltage $V_G$. Contact 1 has an unknown resistance that changes with the gate voltage. The threshold voltage $V_T$ is also unknown.

| $V_G$ (V) | $I$ (nA) | $V_3$ (V) | $V_4$ (V) |
|---|---|---|---|
| −30 | 165.7 | −6.4132 | −6.1802 |
| −40 | 331.3 | −5.8887 | −5.6099 |
| −50 | 509.5 | −5.5561 | −5.2486 |
| −60 | 687.6 | −5.3686 | −5.0440 |

These readings are synthetic. They come from a numerical solution of the transistor model stated below, with a mobility and a threshold that are disclosed after the solution.

Find the hole mobility $\mu$ without using $V_T$, and then find $V_T$. The potential varies by several volts across the film, so the sheet conductance is not uniform. Decide whether this spoils the result.

## First estimate by scaling

Let $\sigma$ be a typical sheet conductance and $L$ the side of the square. If the current spreads over a width of about $L$, the current per width is $I/L$ and the field is $I/(\sigma L)$. Over the distance $L$ between contacts 4 and 3 this gives

$$V_4-V_3\sim\frac{I}{\sigma},\qquad \sigma\sim\frac{I}{V_4-V_3}.$$

The length has cancelled, so only a pure number is missing.

The gate adds hole charge $C$ per area and per volt, so $\sigma$ should grow by about $\mu C$ per volt of $-V_G$. A constant threshold drops out of this difference. With $V_4-V_3$ taken from the unrounded readings, the first and last rows give

$$\frac{165.7\ \mathrm{nA}}{0.2331\ \mathrm V}\approx 711\ \mathrm{nS},\qquad \frac{687.6\ \mathrm{nA}}{0.3246\ \mathrm V}\approx 2118\ \mathrm{nS},$$

$$\mu\sim\frac{(2118-711)\ \mathrm{nS}}{30\ \mathrm V\times 10\ \mathrm{nF/cm^2}}\approx 4.7\ \mathrm{cm^2/(V\,s)}.$$

Two things are left open: the pure number, and the effect of the channel potential, which itself shifts during the sweep.

## Exact solution

### The model and its linear form

The film is homogeneous and has no holes in its area. In the gradual-channel approximation the mobile charge at a point depends on the local potential $V$ alone. For a hole channel it is $C(V-V_G+V_T)$ per area, taken to be positive everywhere. With constant $\mu$ and $V_T$ and no gate leakage, the sheet conductance and the current per width are

$$\sigma(V)=\mu C\,(V-V_G+V_T),\qquad \mathbf j=-\sigma(V)\nabla V.$$

Steady flow requires $\nabla\cdot\mathbf j=0$ inside the film and no normal current at its free edge. The equation for $V$ is nonlinear. Define

$$\psi(V)=\int_0^V\sigma(V')\,dV'=\mu C\left[\frac{V^2}{2}+(V_T-V_G)V\right].$$

By the chain rule $\nabla\psi=\sigma\nabla V$, so $\mathbf j=-\nabla\psi$ and

$$\nabla^2\psi=0.$$

Thus $\psi$ obeys the equations of a uniform film with unit sheet conductance. The varying hole density has been absorbed without approximation.

### The geometric factor on a disc

Take first a disc of unit radius with point contacts at

$$\mathbf r_1=(1,0),\quad \mathbf r_2=(0,1),\quad \mathbf r_3=(-1,0),\quad \mathbf r_4=(0,-1).$$

Consider

$$\psi(\mathbf r)=-\frac I\pi\ln|\mathbf r-\mathbf r_1|+\frac I\pi\ln|\mathbf r-\mathbf r_2|.$$

Both logarithms are harmonic inside the disc. To examine the edge, let $\alpha$ be the angle between $\mathbf r$ and $\mathbf r_1$. Then $|\mathbf r-\mathbf r_1|^2=r^2+1-2r\cos\alpha$, and

$$\frac{\partial}{\partial r}\ln|\mathbf r-\mathbf r_1|=\frac{r-\cos\alpha}{r^2+1-2r\cos\alpha}\;\longrightarrow\;\frac{1-\cos\alpha}{2(1-\cos\alpha)}=\frac12\qquad(r\to1).$$

The second logarithm gives the same value. The two terms have opposite signs and cancel, so no current crosses the free edge.

Around contact 1 draw a small arc of radius $\rho$ inside the disc. Its length tends to $\pi\rho$, and the outward current per width is $I/(\pi\rho)$ plus a finite term. The total tends to $I$ as $\rho\to0$. Contact 2 removes the same current by the opposite sign. If no singularity at the contacts is stronger than logarithmic, these conditions fix $\psi$ up to a constant, which drops out of differences.

Neighbouring contacts are $\sqrt2$ apart and opposite ones are 2 apart. Therefore

$$\psi_4=-\frac I\pi\ln\frac{\sqrt2}{2}=\frac{I\ln2}{2\pi},\qquad \psi_3=-\frac I\pi\ln\frac{2}{\sqrt2}=-\frac{I\ln2}{2\pi},$$

$$\psi_4-\psi_3=\frac{\ln2}{\pi}\,I .$$

### From the disc to the square

Place the centre of the square at $z=0$ in the complex plane. By the Riemann mapping theorem there is one conformal map $f$ from the film to the unit disc with $f(0)=0$ and $f'(0)>0$. A quarter turn is multiplication by $i$. The function $g(z)=-i f(iz)$ also maps the film to the disc, with $g(0)=0$ and

$$g'(0)=-i\cdot i\,f'(0)=f'(0)>0.$$

Since the map is unique, $g=f$, which means $f(iz)=i f(z)$. The four corners therefore go to four points a quarter turn apart on the circle, as assumed above.

A conformal map keeps harmonic functions harmonic. It multiplies short lengths by $|f'|$ and divides gradients by $|f'|$, so the current through any line is unchanged. The factor $\ln2/\pi=0.2206$ thus holds for the square. The argument used the quarter turn and no other property of the square, so it holds for any such film without holes whose contacts share the symmetry.

### The line whose slope is the mobility

Insert the definition of $\psi$ and factor the difference of squares:

$$\begin{aligned}\psi_4-\psi_3&=\mu C\left[\frac{V_4^2-V_3^2}{2}+(V_T-V_G)(V_4-V_3)\right]\\&=\mu C(V_4-V_3)\left[\frac{V_3+V_4}{2}-V_G+V_T\right].\end{aligned}$$

Set this equal to $(\ln2/\pi)I$ and divide by $V_4-V_3$. With

$$S=\frac{\ln2}{\pi}\frac{I}{V_4-V_3},\qquad U=\frac{V_3+V_4}{2}-V_G,$$

the result is

$$S=\mu C\,(U+V_T),\qquad \mu=\frac1C\frac{dS}{dU}.$$

Within the model this becomes exact in the limit of small contacts, at any drain voltage that leaves the whole film accumulated. The limit is taken at fixed drain voltage. While the charge stays positive, $\psi$ is bounded below, so the logarithm cannot continue to a true point at contact 2; as the contacts shrink, the current falls instead. The nonuniform conductance does not spoil it. At small drain voltage $V_3$ and $V_4$ tend to zero, and $U$ becomes $-V_G$.

The resistance of contact 1 changes $I$, $V_3$ and $V_4$, but all three are measured, and the relation among them does not contain it. This requires voltmeters that draw negligible current. Both probe potentials must be known against the reference used for $V_G$, because $U$ contains their mean.

### Numbers

At $V_G=-30$ V the mean probe potential is $-6.297$ V, so $U=-6.297+30=23.70$ V. The conductance is $S=0.2206\times165.7/0.2331\approx157$ nS. The four points, computed from unrounded readings, are:

| $V_G$ (V) | $U$ (V) | $S$ (nS) |
|---|---|---|
| −30 | 23.70 | 156.9 |
| −40 | 34.25 | 262.2 |
| −50 | 44.60 | 365.6 |
| −60 | 54.79 | 467.4 |

The end points give

$$\frac{dS}{dU}=\frac{467.4-156.9}{54.79-23.70}\ \mathrm{nS/V}=\frac{310.5}{31.09}\ \mathrm{nS/V}=9.99\ \mathrm{nS/V}.$$

A least-squares line through all four points has the same slope to three digits and the intercept $-79.9$ nS at $U=0$. Since $1\ \mathrm S=1\ \mathrm{F/s}$,

$$\mu=\frac{9.99\ \mathrm{nS/V}}{10\ \mathrm{nF/cm^2}}=0.999\ \mathrm{cm^2/(V\,s)}\approx1.00\times10^{-4}\ \mathrm{m^2/(V\,s)}.$$

The intercept is $\mu C V_T$, so

$$V_T=\frac{-79.9\ \mathrm{nS}}{9.99\ \mathrm{nS/V}}=-8.0\ \mathrm V.$$

The readings were generated with $\mu=1\ \mathrm{cm^2/(V\,s)}$ and $V_T=-8$ V. The nonlinear equation for $V$ was solved by a finite-volume method on $41\times41$ nodes, with one node for each contact. The remaining 0.1% in $\mu$, relative to the model value, is a grid error: for a uniform film the same grid gives the factor 0.2209 instead of 0.2206. It makes $V_4-V_3$ too large for a given current, and $S$ too small, by that 0.1%.

## Comparison of the two

The scaling estimate, 4.7, exceeds the solution, 0.999, by a factor of 4.7. The derivation splits this factor in two.

The first part is $\pi/\ln2=4.53$. In a uniform film, $V_4-V_3$ is the integral of the field along the edge from 4 to 3. The mean current per width along that edge is therefore $0.22\,I/L$, not the assumed $I/L$. Most of the current passes nearer to the side between contacts 1 and 2.

The second part comes from using $-V_G$ in place of $U$. With $V_m=(V_3+V_4)/2$,

$$\frac{dS}{d(-V_G)}=\mu C\left[1+\frac{dV_m}{d(-V_G)}\right].$$

Here $V_m$ rises from $-6.30$ to $-5.21$ V while $-V_G$ grows by 30 V. The bracket is $1+1.09/30=1.036$, and $4.53\times1.036=4.7$. Even with the correct geometric factor, a fit of $S$ against $-V_G$ gives $1.035\ \mathrm{cm^2/(V\,s)}$.

The rise of $V_m$ is due to the falling resistance of the source contact. In the simulation it drops from 20 to 1.25 MΩ during the sweep, and the voltage lost at the contact drops from 3.3 to 0.86 V although the current grows. When this resistance is set to zero, the slope against $U$ still gives 0.999, but the slope against $-V_G$ gives 0.984, an error of the other sign.

This reversal follows from the mirror symmetry that exchanges 1 with 2 and 3 with 4. If contacts 1 and 2 have the same finite size, as in the simulation, and $\psi_1$, $\psi_2$ are the values in the film at these contacts, the symmetry requires $\psi_3+\psi_4=\psi_1+\psi_2$. Let $u=V-V_G+V_T$. Then $\psi$ is $\mu Cu^2/2$ plus a constant, and since $V_3$ and $V_4$ are close together,

$$u_m^2\approx\frac{u_1^2+u_2^2}{2}.$$

Without contact resistance, $u_1=22$ V and $u_2=12$ V at $V_G=-30$ V. This gives $u_m=17.7$ V and $V_m=u_m-u_1=-4.3$ V. At $V_G=-60$ V the values 52 and 42 V give $u_m=47.3$ V and $V_m=-4.7$ V. The mean potential now falls during the sweep, and the slope against $-V_G$ is too small.

A single reading with $V_T$ set to zero does worse. It returns

$$\frac{S}{CU}=\mu\,\frac{U+V_T}{U},$$

which is 0.66 at $V_G=-30$ V and 0.85 at $-60$ V, in $\mathrm{cm^2/(V\,s)}$. The error fades only as $|V_T|/U$.

## When the slope is not the mobility

**Mobility that depends on density.** For any $\sigma(V)$ the steps up to $\psi_4-\psi_3=(\ln2/\pi)I$ remain valid, so

$$S=\frac{1}{V_4-V_3}\int_{V_3}^{V_4}\sigma(V)\,dV.$$

This is the average of $\sigma$ between the two probe potentials. When they are close, it is $\sigma=C\mu(u)u$ at $u=U+V_T$. The hole density $n$ is proportional to $u$, hence

$$\frac1C\frac{dS}{dU}=\mu+u\frac{d\mu}{du}=\mu+n\frac{d\mu}{dn}.$$

For $\mu\propto n^\gamma$ the slope gives $(1+\gamma)\mu$. A simulation with $\gamma=0.5$, a drain voltage of $-1$ V and gate voltages of $-39$ and $-41$ V gives 1.498 times the local mobility, against the predicted 1.5. In this case $S$ curves upward with $U$, and a tangent no longer crosses $S=0$ at $U=-V_T$.

**Threshold drift.** If trapped charge shifts $V_T$ during the sweep, differentiation gives

$$\frac1C\frac{dS}{dU}=\mu\left(1+\frac{dV_T}{dU}\right).$$

A simulated drift from $-8$ to $-10$ V, in equal steps over the four gate voltages and without contact resistance, lowers the apparent mobility to 0.931 of the true one; the formula gives 0.932. A drift linear in $U$ leaves the plot straight, so a straight line does not prove that the threshold was constant.

**Missing symmetry.** Map a uniform film of any shape without holes to a half-plane, with its contacts in order on the boundary line at successive distances $a$, $b$, $c$. The boundary potential is again a difference of logarithms with prefactor $I/\pi$. Let $R_A=(V_4-V_3)/I$ for current from 1 to 2, and $R_B=(V_1-V_4)/I$ for current from 2 to 3. Then

$$e^{-\pi\sigma R_A}=\frac{(a+b+c)\,b}{(a+b)(b+c)},\qquad e^{-\pi\sigma R_B}=\frac{ac}{(a+b)(b+c)}.$$

The numerators add up to $ab+b^2+bc+ac=(a+b)(b+c)$, so

$$e^{-\pi\sigma R_A}+e^{-\pi\sigma R_B}=1.$$

This is the van der Pauw equation. If $R_A=R_B=R$, it reduces to $\sigma=\ln2/(\pi R)$. Equal resistances in the two configurations, measured at small drain voltage, therefore justify the symmetric formula.

The formula is sensitive to shape. For a rectangle with side ratio 1.2 and current contacts at the ends of a long side, the same grid method gives $\sigma R_A=0.374$ and $\sigma R_B=0.118$. The symmetric formula applied to $R_A$ alone then yields $0.2206/0.374=0.59$ of the true conductance. A mobility taken from its slope would be low by the same factor. For such a film the geometric factor $\sigma R_A$ must be calculated from the known shape, or found by measuring both configurations at the same gate voltage and small drain voltage and solving the van der Pauw equation for $\sigma$.
